**Weak-field diamagnetic shift of an isotropic hydrogenic donor**

The program tests the shift $\Delta E=\tfrac12\gamma^2R=e^2B^2a^2/(4m)$ of the donor ground state. Here $m$ is the effective mass, $B$ the field, $a$ the effective Bohr radius, $R$ the effective Rydberg, and $\gamma$ half the cyclotron energy divided by $R$. It asserts the expansion of the Hamiltonian and the energy of the lowest Landau state symbolically. It also asserts the $\gamma^2$ and $\gamma^4$ coefficients against a diagonalization in coupled angular channels, which gives 0.499992 and −0.55202 for the derived 1/2 and −53/96. Second-order sums confirm the same total shift in the Landau gauge and the Stark coefficient −9/8. For rough silicon parameters at 10 T the formula gives 62.4 µeV and the diagonalization 62.1 µeV. Estimates of neglected effects give 69 µeV with anisotropic masses averaged over six valleys, and 30 µeV when the orbit is contracted to match a binding energy of 45 meV. The central cell is thus the largest correction to the shift among those estimated.

## Verification by program

```python
"""Weak-field diamagnetic shift of an isotropic hydrogenic donor (1s state).

Result under test:  shift = (gamma^2 / 2) * R = e^2 B^2 a^2 / (4 m)
  m, eps : isotropic effective mass and permittivity;  B : magnetic field
  a = 4 pi eps hbar^2 / (m e^2)   effective Bohr radius
  R = hbar^2 / (2 m a^2)          effective Rydberg
  gamma = (hbar e B / m) / (2 R)  half the cyclotron energy over R
Scaled Hamiltonian (lengths in a, energies in R):
  -Laplacian - 2/r + gamma Lz/hbar + (gamma^2/4)(x^2 + y^2)
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from scipy.special import eval_genlaguerre, eval_legendre, roots_laguerre

# ---------- operator expansion in the symmetric gauge, symbolic ----------
x, y, z = sp.symbols("x y z", real=True)
hb, qe, Bs, ms, gs = sp.symbols("hbar e B m gamma", positive=True)
psi = sp.Function("psi")(x, y, z)
vector_potential = (-Bs * y / 2, Bs * x / 2, sp.Integer(0))


def kinetic_momentum(f, q, A):
    return -sp.I * hb * sp.diff(f, q) + qe * A * f


full = sum(kinetic_momentum(kinetic_momentum(psi, q, A), q, A)
           for q, A in zip((x, y, z), vector_potential)) / (2 * ms)
Lz_psi = -sp.I * hb * (x * sp.diff(psi, y) - y * sp.diff(psi, x))
split = (-hb**2 * sum(sp.diff(psi, q, 2) for q in (x, y, z)) / (2 * ms)
         + qe * Bs / (2 * ms) * Lz_psi
         + qe**2 * Bs**2 * (x**2 + y**2) * psi / (8 * ms))
assert sp.simplify(sp.expand(full - split)) == 0

# Nodeless lowest Landau state without the donor: energy gamma (in R)
landau = sp.exp(-gs * (x**2 + y**2) / 4)
h_landau = (-sp.diff(landau, x, 2) - sp.diff(landau, y, 2)
            + gs**2 / 4 * (x**2 + y**2) * landau)
assert sp.simplify(h_landau / landau - gs) == 0

# ---------- radial basis: u = r^(l+1) L_k^(2l+2)(2r) exp(-r) ----------
N_RADIAL = 12
nodes, weights = roots_laguerre(40)
r = nodes / 2
w = weights / 2          # integrates g(r) exp(-2r) dr
u_ground = 2 * r         # 1s radial function without exp(-r)


def radial_channel(l):
    """Basis values (without exp(-r)) and zero-field Hamiltonian matrix."""
    values, slopes = [], []
    for k in range(N_RADIAL):
        lag = eval_genlaguerre(k, 2 * l + 2, 2 * r)
        dlag = (-2 * eval_genlaguerre(k - 1, 2 * l + 3, 2 * r)
                if k > 0 else np.zeros_like(r))
        f = r**(l + 1) * lag
        df = (l + 1) * r**l * lag + r**(l + 1) * dlag
        norm = np.sqrt(np.sum(w * f * f))
        values.append(f / norm)
        slopes.append((df - f) / norm)
    values, slopes = np.array(values), np.array(slopes)
    overlap = (values * w) @ values.T
    assert np.allclose(overlap, np.eye(N_RADIAL), atol=1e-9)
    h = ((slopes * w) @ slopes.T
         + (values * (w * (l * (l + 1) / r**2 - 2 / r))) @ values.T)
    return values, h


channels = {l: radial_channel(l) for l in (0, 1, 2, 4)}
mu, wmu = np.polynomial.legendre.leggauss(40)


def donor_energy(gamma):
    """Lowest Lz = 0 energy in R from coupled l = 0, 2, 4 channels."""
    ls = (0, 2, 4)
    blocks = []
    for l1 in ls:
        row = []
        for l2 in ls:
            angular = (np.sqrt((2 * l1 + 1) * (2 * l2 + 1)) / 2
                       * np.sum(wmu * (1 - mu**2) * eval_legendre(l1, mu)
                                * eval_legendre(l2, mu)))
            block = (gamma**2 / 4 * angular
                     * (channels[l1][0] * (w * r**2)) @ channels[l2][0].T)
            if l1 == l2:
                block = block + channels[l1][1]
            row.append(block)
        blocks.append(row)
    return eigh(np.block(blocks), eigvals_only=True)[0]


def second_order(l, source):
    """Second-order energy from the radial source (V u_ground) in channel l."""
    values, h = channels[l]
    energies, vectors = eigh(h)
    amplitudes = vectors.T @ (values @ (w * source))
    first = 1 if l == 0 else 0     # leave out the ground state itself
    return -np.sum(amplitudes[first:]**2 / (energies[first:] + 1))


assert abs(donor_energy(0.0) + 1) < 1e-10

# Coefficients of gamma^2 and gamma^4 from the full diagonalization
g1, g2 = 0.03, 0.06
q1, q2 = [(donor_energy(g) + 1) / g**2 for g in (g1, g2)]
quadratic_coefficient = (4 * q1 - q2) / 3
assert abs(quadratic_coefficient - 0.5) < 5e-5   # gamma^6 term remains
c1, c2 = [(donor_energy(g) + 1 - g**2 / 2) / g**4 for g in (g1, g2)]
quartic_diagonalized = (4 * c1 - c2) / 3
assert abs(quartic_diagonalized + 53 / 96) < 5e-4  # gamma^8 term remains
quartic_sum = (second_order(0, r**2 / 6 * u_ground)
               + second_order(2, -r**2 / 6 / np.sqrt(5) * u_ground))
assert abs(quartic_sum + 53 / 96) < 1e-8

# Landau gauge: squared term gamma^2 <x^2>, linear term 2 gamma x (-i d/dy)
mean_x2 = np.sum(w * r**2 * u_ground**2) / 3
landau_first = mean_x2
landau_second = second_order(2, 2 * r * u_ground / np.sqrt(15))
assert abs(landau_first + landau_second - 0.5) < 1e-8

# Stark coefficient: energy / R divided by (e F a / R)^2
stark_coefficient = second_order(1, r * u_ground / np.sqrt(3))
assert abs(stark_coefficient + 9 / 8) < 1e-8

# ---------- worked example: rough shallow donor in silicon ----------
e, hbar, me = const.e, const.hbar, const.m_e
mass_ratio, eps_r, B, T = 0.30, 11.7, 10.0, 4.2
m = mass_ratio * me
coulomb = e**2 / (4 * np.pi * eps_r * const.epsilon_0)
a = hbar**2 / (m * coulomb)
R = hbar**2 / (2 * m * a**2)
cyclotron = hbar * e * B / m
gamma = cyclotron / 2 / R
shift = gamma**2 / 2 * R
meV, ueV, nm = 1e-3 * e, 1e-6 * e, 1e-9

# Direct SI average of the diamagnetic operator on the 1s density
s_nodes, s_weights = np.polynomial.legendre.leggauss(120)
radius = 20 * a * (s_nodes + 1)
d_radius = 20 * a * s_weights
density = np.exp(-2 * radius / a) / (np.pi * a**3)
mean_rho2 = (2 * np.pi * np.sum(d_radius * radius**4 * density)
             * np.sum(wmu * (1 - mu**2)))
shift_direct = e**2 * B**2 / (8 * m) * mean_rho2
assert abs(shift_direct / shift - 1) < 1e-9
shift_diagonalized = (donor_energy(gamma) + 1) * R
assert abs(shift_diagonalized / shift - 1 + 53 / 48 * gamma**2) < 10 * gamma**4

gamma_1pc = np.sqrt(0.01 * 48 / 53)
B_1pc = gamma_1pc * 2 * R * m / (hbar * e)
error_1pc = 1 - (donor_energy(gamma_1pc) + 1) / (gamma_1pc**2 / 2)
assert abs(error_1pc - 0.01) < 1e-3
B_unit = 2 * R * m / (hbar * e)


# ---------- neglected: anisotropic mass, ellipsoidal 1s trial state ----------
def ellipsoid(m_t, m_l):
    """Variational binding energy and the two radii (across, along axis)."""
    def energy(logs):
        at, al = a * np.exp(logs)
        kinetic = hbar**2 / 6 * (2 / (m_t * at**2) + 1 / (m_l * al**2))
        inverse = np.sum(wmu / np.sqrt(at**2 * (1 - mu**2)
                                       + al**2 * mu**2)) / 2
        return (kinetic - coulomb * inverse) / R
    best = minimize(energy, [0.1, -0.1], method="Nelder-Mead",
                    options={"xatol": 1e-8, "fatol": 1e-13})
    assert best.success
    return -best.fun * R, *(a * np.exp(best.x))


def ellipsoid_shifts(m_t, m_l, at, al):
    """Shifts for B along and across the axis, gauge optimized across."""
    along = e**2 * B**2 / (8 * m_t) * 2 * at**2

    def across(alpha):
        return (e**2 * B**2 / 2 * (alpha**2 * al**2 / m_t
                                   + (1 - alpha)**2 * at**2 / m_l)) / shift
    best = minimize_scalar(across).fun * shift
    closed = e**2 * B**2 / 2 / (m_t / al**2 + m_l / at**2)
    assert abs(best / closed - 1) < 1e-8
    return along, best


iso_binding, iso_t, iso_l = ellipsoid(m, m)
assert abs(iso_binding / R - 1) < 1e-8
assert abs(iso_t / a - 1) < 1e-5 and abs(iso_l / a - 1) < 1e-5
assert np.allclose(np.array(ellipsoid_shifts(m, m, iso_t, iso_l)) / shift,
                   1, atol=1e-4)
mt_ratio, ml_ratio = 0.19, 0.92
aniso_binding, a_t, a_l = ellipsoid(mt_ratio * me, ml_ratio * me)
shift_along, shift_across = ellipsoid_shifts(mt_ratio * me, ml_ratio * me,
                                             a_t, a_l)
shift_valleys = (shift_along + 2 * shift_across) / 3

# ---------- neglected: central cell, Coulomb tail at the true binding ----------
grid_r = 12.5 * (s_nodes + 1)
grid_w = 12.5 * s_weights


def tail_mean_r2(nu):
    """<r^2>/a^2 of the decaying s-wave Coulomb solution, energy -R/nu^2."""
    u = np.array([float(mp.whitw(nu, 0.5, 2 * q / nu)) for q in grid_r])
    return np.sum(grid_w * grid_r**2 * u**2) / np.sum(grid_w * u**2)


assert abs(tail_mean_r2(1.0) - 3) < 1e-7
binding_P = 45 * meV
nu_P = np.sqrt(R / binding_P)
r2_P = tail_mean_r2(nu_P)
shift_P = e**2 * B**2 / (8 * m) * (2 / 3) * r2_P * a**2

# ---------- neglected: spin, temperature, neighbours ----------
g_factor = 2.0
mu_B = const.physical_constants["Bohr magneton"][0]
spin_splitting = g_factor * mu_B * B
kT = const.k * T
valley_gap = 12 * meV
excited_ratio = 5 * np.exp(-valley_gap / kT)
donor_density = 1e15                       # cm^-3
spacing = (donor_density * 1e6)**(-1 / 3)
field = coulomb / (e * spacing**2)
stark_shift = stark_coefficient * (e * field * a / R)**2 * R
binding_change = cyclotron / 2 - shift


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("General results (energies in R)")
show("gamma^2 coefficient, diagonalization", quadratic_coefficient, "", ".6f")
show("gamma^4 coefficient, diagonalization", quartic_diagonalized, "", ".5f")
show("gamma^4 coefficient, second-order sum", quartic_sum, "", ".6f")
show("-53/96", -53 / 96, "", ".6f")
show("Landau gauge, squared term / gamma^2", landau_first, "", ".6f")
show("Landau gauge, linear term / gamma^2", landau_second, "", ".6f")
show("Stark coefficient", stark_coefficient, "", ".6f")
print("Example: rough isotropic donor in silicon")
show("mass ratio m/m_e", mass_ratio, "", ".2f")
show("relative permittivity", eps_r, "", ".1f")
show("magnetic field", B, "T", ".1f")
show("temperature", T, "K", ".1f")
show("effective Bohr radius a", a / nm, "nm")
show("effective Rydberg R", R / meV, "meV", ".3f")
show("cyclotron energy", cyclotron / meV, "meV")
show("half cyclotron energy (band edge rise)", cyclotron / 2 / meV, "meV")
show("gamma", gamma, "", ".5f")
show("mean x^2+y^2", mean_rho2 / nm**2, "nm^2")
show("diamagnetic shift, formula", shift / ueV, "ueV", ".3f")
show("diamagnetic shift, formula, converted", shift / meV, "meV", ".5f")
show("shift by SI quadrature", shift_direct / ueV, "ueV", ".3f")
show("shift by diagonalization", shift_diagonalized / ueV, "ueV", ".3f")
show("formula excess over diagonalization",
     100 * (shift / shift_diagonalized - 1), "%", ".3f")
show("increase of binding energy", binding_change / meV, "meV")
show("field where gamma = 1", B_unit, "T", ".1f")
show("gamma where next term is 1 %", gamma_1pc, "", ".4f")
show("field where next term is 1 %", B_1pc, "T", ".2f")
show("actual shortfall at that field", 100 * error_1pc, "%", ".3f")
print("Neglected effects, same example")
show("transverse mass ratio (rough)", mt_ratio, "", ".2f")
show("longitudinal mass ratio (rough)", ml_ratio, "", ".2f")
show("ellipsoid binding energy", aniso_binding / meV, "meV", ".2f")
show("ellipsoid radius across axis", a_t / nm, "nm", ".3f")
show("ellipsoid radius along axis", a_l / nm, "nm", ".3f")
show("shift, B along valley axis", shift_along / ueV, "ueV", ".1f")
show("shift, B across valley axis", shift_across / ueV, "ueV", ".1f")
show("shift, six-valley average", shift_valleys / ueV, "ueV", ".1f")
show("phosphorus binding energy (rough input)", binding_P / meV, "meV", ".0f")
show("effective quantum number nu", nu_P, "", ".4f")
show("<r^2>/a^2 with central cell", r2_P, "", ".3f")
show("shift with central cell", shift_P / ueV, "ueV", ".1f")
show("central-cell shift / formula", shift_P / shift, "", ".3f")
show("spin splitting, g = 2", spin_splitting / meV, "meV", ".3f")
show("thermal energy kT", kT / meV, "meV", ".3f")
show("valley-orbit gap (rough input)", valley_gap / meV, "meV", ".0f")
show("excited/ground population", excited_ratio, "", ".1e")
show("impurity density", donor_density, "cm^-3", ".0e")
show("mean spacing", spacing / nm, "nm", ".1f")
show("spacing / a", spacing / a, "", ".1f")
show("field of one ion at that spacing", field / 1e5, "kV/cm", ".4f")
show("Stark shift in that field", stark_shift / ueV, "ueV", ".4f")
print("all good")
```

Running it gives:

```
General results (energies in R)
gamma^2 coefficient, diagonalization: 0.499992
gamma^4 coefficient, diagonalization: -0.55202
gamma^4 coefficient, second-order sum: -0.552083
-53/96: -0.552083
Landau gauge, squared term / gamma^2: 1.000000
Landau gauge, linear term / gamma^2: -0.500000
Stark coefficient: -1.125000
Example: rough isotropic donor in silicon
mass ratio m/m_e: 0.30
relative permittivity: 11.7
magnetic field: 10.0 T
temperature: 4.2 K
effective Bohr radius a: 2.0638 nm
effective Rydberg R: 29.817 meV
cyclotron energy: 3.8589 meV
half cyclotron energy (band edge rise): 1.9295 meV
gamma: 0.06471
mean x^2+y^2: 8.5185 nm^2
diamagnetic shift, formula: 62.427 ueV
diamagnetic shift, formula, converted: 0.06243 meV
shift by SI quadrature: 62.427 ueV
shift by diagonalization: 62.143 ueV
formula excess over diagonalization: 0.456 %
increase of binding energy: 1.8670 meV
field where gamma = 1: 154.5 T
gamma where next term is 1 %: 0.0952
field where next term is 1 %: 14.71 T
actual shortfall at that field: 0.963 %
Neglected effects, same example
transverse mass ratio (rough): 0.19
longitudinal mass ratio (rough): 0.92
ellipsoid binding energy: 29.61 meV
ellipsoid radius across axis: 2.436 nm
ellipsoid radius along axis: 1.397 nm
shift, B along valley axis: 137.3 ueV
shift, B across valley axis: 34.8 ueV
shift, six-valley average: 69.0 ueV
phosphorus binding energy (rough input): 45 meV
effective quantum number nu: 0.8140
<r^2>/a^2 with central cell: 1.439
shift with central cell: 30.0 ueV
central-cell shift / formula: 0.480
spin splitting, g = 2: 1.158 meV
thermal energy kT: 0.362 meV
valley-orbit gap (rough input): 12 meV
excited/ground population: 2.0e-14
impurity density: 1e+15 cm^-3
mean spacing: 100.0 nm
spacing / a: 48.5
field of one ion at that spacing: 0.1231 kV/cm
Stark shift in that field: -0.0243 ueV
all good
```
